# Slowing hydrogen in the bluest n = 30 Stark state: verification in Python

```python
"""
Deceleration of hydrogen in the bluest n = 30 Stark state.

Result under test (Hartree atomic units, m = 0, k = n1 - n2):
  W(F) = -1/(2 n^2) + (3/2) n k F - (n^4/16)(17 n^2 - 3 k^2 + 19) F^2
  kinetic energy removed = W(F1) - W(F0)
  mean deceleration over distance = [W(F1) - W(F0)] / (M L)
n1, n2 : parabolic quantum numbers, n = n1 + n2 + 1
F      : field strength, electron Hamiltonian p^2/2 - 1/r + F z
M, L   : mass of the atom, length of the region with a field gradient
beta1, beta2 : separation constants of the xi and eta motions, sum = 1
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, eval_laguerre

HARTREE = sc.physical_constants["Hartree energy"][0]
FIELD_AU = sc.physical_constants["atomic unit of electric field"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
MASS = sc.m_p + sc.m_e
VCM = 100.0 / FIELD_AU          # one V/cm in atomic units


def slope_coefficient(n, k):
    return 1.5 * n * k


def quadratic_coefficient(n, k):
    return n**4 * (17 * n**2 - 3 * k**2 + 19) / 16


def level_formula(n1, n2, field):
    n, k = n1 + n2 + 1, n1 - n2
    return (-0.5 / n**2 + slope_coefficient(n, k) * field
            - quadratic_coefficient(n, k) * field**2)


def x_squared(size):
    """Matrix of x^2 in the functions exp(-x/2) L_q(x)."""
    q = np.arange(size + 1)
    x = np.diag(2.0 * q + 1) - np.diag(q[1:], 1) - np.diag(q[1:], -1)
    return (x @ x)[:size, :size]


X2 = {}


def separation_constant(q, energy, signed_field, extra):
    size = q + extra
    if size not in X2:
        X2[size] = x_squared(size)
    eps = np.sqrt(-2 * energy)
    matrix = (np.diag(eps * (np.arange(size) + 0.5))
              + signed_field / (4 * eps**2) * X2[size])
    return np.linalg.eigvalsh(matrix)[q]


def level_numeric(n1, n2, field, extra1=60, extra2=30):
    """Quasi-bound level from the separated equations, no expansion in F."""
    def mismatch(energy):
        return (separation_constant(n1, energy, field, extra1)
                + separation_constant(n2, energy, -field, extra2) - 1)
    guess = level_formula(n1, n2, field)
    return brentq(mismatch, guess - 5e-6, guess + 5e-6, xtol=1e-17)


n, n1, n2 = 30, 29, 0
k = n1 - n2
slope = slope_coefficient(n, k)
curve = quadratic_coefficient(n, k)

# --- matrix elements of x^2 by Gauss-Laguerre quadrature
nodes, weights = np.polynomial.laguerre.laggauss(20)
for q in (0, 3, 6):
    def element(p):
        return np.sum(weights * nodes**2 * eval_laguerre(p, nodes)
                      * eval_laguerre(q, nodes))
    assert abs(element(q) - (6*q*q + 6*q + 2)) < 1e-7
    assert abs(element(q + 1) + 4 * (q + 1)**2) < 1e-7
    assert abs(element(q + 2) - (q + 1) * (q + 2)) < 1e-7

# --- second-order separation constant against diagonalization
for q in (0, 4):
    e_test, f_test = -0.5, 1e-4
    plus = separation_constant(q, e_test, f_test, 30)
    minus = separation_constant(q, e_test, -f_test, 30)
    second = (plus + minus) / 2 - (q + 0.5)
    formula = -f_test**2 / 16 * (2*q + 1) * (34*q*q + 34*q + 18)
    assert abs(second / formula - 1) < 1e-2   # fourth order remains

# --- linear slope: diagonalize z in the spherical n = 30 manifold
x = np.linspace(0, 250, 25001)
dx = x[1] - x[0]
radial = []
for l in range(n):
    u = x**(l + 1) * np.exp(-x / 2) * eval_genlaguerre(n-l-1, 2*l+1, x)
    u = u / np.max(np.abs(u))
    radial.append(u / np.sqrt(np.sum(u * u) * dx * n / 2))
z_matrix = np.zeros((n, n))
for l in range(1, n):
    r_element = np.sum(radial[l-1] * radial[l] * x * n/2) * dx * n/2
    z_matrix[l, l-1] = z_matrix[l-1, l] = r_element*l/np.sqrt(4*l*l - 1)
slope_manifold = np.linalg.eigvalsh(z_matrix)[-1]
assert abs(slope_manifold / slope - 1) < 1e-6

# --- quadratic coefficient: even part in k of the numerical levels
weak = 2e-9
curve_numeric = {}
for a, b in ((29, 0), (20, 9)):
    even = (level_numeric(a, b, weak) + level_numeric(b, a, weak)) / 2
    curve_numeric[a] = -(even + 0.5 / n**2) / weak**2
    assert abs(curve_numeric[a]/quadratic_coefficient(n, a-b) - 1) < 2e-3

# --- worked example
F0_vcm, F1_vcm, length, v0 = 50.0, 350.0, 3e-3, 700.0
F0, F1 = F0_vcm * VCM, F1_vcm * VCM
limit = 1 / (16 * n**4)
assert F1 < limit
linear_part = slope * (F1 - F0)
quadratic_part = -curve * (F1**2 - F0**2)
removed = linear_part + quadratic_part
W1 = level_numeric(n1, n2, F1)
assert abs(W1 - level_numeric(n1, n2, F1, 90, 20)) < 1e-12
removed_numeric = W1 - level_numeric(n1, n2, F0)
assert abs(removed / removed_numeric - 1) < 0.01   # F^3 term omitted
assert (abs(removed - removed_numeric)
        < 0.5 * abs(linear_part - removed_numeric))

v1 = np.sqrt(v0**2 - 2 * removed * HARTREE / MASS)
gradient = (F1 - F0) * FIELD_AU / length            # V/m^2
force_unit = HARTREE / FIELD_AU * gradient / MASS
decel_start = (slope - 2 * curve * F0) * force_unit
decel_end = (slope - 2 * curve * F1) * force_unit
decel_mean = removed * HARTREE / (MASS * length)

# --- equation of motion on the numerical energy curve
fields = np.linspace(F0, F1, 13)
energies = np.array([level_numeric(n1, n2, f) for f in fields])
dWdF = CubicSpline(fields, energies).derivative()
assert np.all(dWdF(fields) > 0)


def motion(t, y):
    field = F0 + (F1 - F0) * y[0] / length
    return [y[1], -float(dWdF(field)) * force_unit]


def at_exit(t, y):
    return y[0] - length


at_exit.terminal = True
path = solve_ivp(motion, (0, 5e-5), [0, v0], events=at_exit,
                 rtol=1e-9, atol=1e-12)
assert len(path.t_events[0]) == 1
flight_time = path.t_events[0][0]
v1_path = path.y_events[0][0][1]
assert abs(v1 / v1_path - 1) < 0.015                # F^3 term omitted

# --- largest removal between zero field and the customary limit
removed_max = slope * limit - curve * limit**2
max_numeric = level_numeric(n1, n2, limit) + 0.5 / n**2
assert abs(removed_max / max_numeric - 1) < 0.01
v_stopped = np.sqrt(2 * removed_max * HARTREE / MASS)

# --- ionization at the final field: saddle, barrier, tunnelling
saddle = -2 * np.sqrt(F1)
assert W1 > saddle
beta2 = separation_constant(n2, W1, -F1, 30)
barrier_ratio = W1**2 / (4 * beta2 * F1)
assert barrier_ratio > 1
root = np.sqrt(W1**2 / 4 - beta2 * F1)
eta_out = (-W1 / 2 + root) / (F1 / 2)
eta_in = 4 * beta2 / (F1 * eta_out)
middle, half = (eta_out + eta_in) / 2, (eta_out - eta_in) / 2


def wkb_integrand(theta):
    eta = middle - half * np.cos(theta)
    value = -W1 / 2 - beta2 / eta - F1 * eta / 4
    return np.sqrt(max(value, 0.0)) * half * np.sin(theta)


exponent = 2 * quad(wkb_integrand, 0, np.pi, limit=200)[0]


def log_slope(eta, y):
    barrier = -W1/2 - beta2/eta - 1/(4 * eta**2) - F1*eta/4
    return [barrier - y[0]**2, y[0]]


inward = solve_ivp(log_slope, (eta_out, eta_in), [0.0, 0.0],
                   method="LSODA", rtol=1e-8, atol=1e-11)
assert inward.success
exponent_direct = 2 * inward.y[1, -1]
assert abs(exponent - exponent_direct) < 8   # prefactors of order one

# --- crossing with the reddest n = 31 level
crossing = brentq(lambda f: level_numeric(29, 0, f)
                  - level_numeric(0, 30, f), 60*VCM, 75*VCM, xtol=1e-14)
W_cross = level_numeric(29, 0, crossing)
beta1_blue = separation_constant(29, W_cross, crossing, 60)
beta1_red = separation_constant(0, W_cross, crossing, 60)
assert F0 < crossing < F1 and abs(beta1_blue - beta1_red) > 0.5

meV = HARTREE / sc.e * 1e3
atom_change = gradient * slope * BOHR / (F0 * FIELD_AU)
assert atom_change < 1e-3

print(f"n, n1, n2, k: {n}, {n1}, {n2}, {k}")
print(f"1 V/cm in atomic units: {VCM:.6e}")
print(f"Mass of the atom: {MASS:.6e} kg")
print(f"Initial field: {F0_vcm:.0f} V/cm = {F0:.5e} a.u.")
print(f"Final field: {F1_vcm:.0f} V/cm = {F1:.5e} a.u.")
print(f"Customary limit 1/(16 n^4): {limit/VCM:.1f} V/cm")
print(f"Length: {length*1e3:.1f} mm; entry speed: {v0:.0f} m/s")
print(f"Field gradient: {gradient:.3e} V/m^2")
print(f"Linear coefficient, formula: {slope:.3f} a.u.")
print(f"Linear coefficient, z diagonalized: {slope_manifold:.3f} a.u.")
print(f"Quadratic coefficient, formula: {curve:.5e} a.u.")
print(f"Quadratic coefficient, numerical: {curve_numeric[29]:.5e} a.u.")
print(f"Linear part of energy removed: {linear_part:.4e} hartree")
print(f"Quadratic part: {quadratic_part:.4e} hartree")
print(f"Energy removed, formula: {removed:.4e} hartree")
print(f"Energy removed, formula: {removed*meV:.3f} meV")
print(f"Energy removed, numerical: {removed_numeric:.4e} hartree")
print(f"Formula minus numerical: "
      f"{100*(removed/removed_numeric-1):.2f} percent")
print(f"Entry kinetic energy: {0.5*MASS*v0**2/HARTREE:.4e} hartree")
print(f"Fraction of kinetic energy removed: "
      f"{removed*HARTREE/(0.5*MASS*v0**2):.3f}")
print(f"Exit speed, formula: {v1:.1f} m/s")
print(f"Exit speed, equation of motion: {v1_path:.1f} m/s")
print(f"Flight time, equation of motion: {flight_time*1e6:.2f} us")
print(f"Deceleration at entry: {decel_start:.3e} m/s^2")
print(f"Deceleration at exit: {decel_end:.3e} m/s^2")
print(f"Mean deceleration over distance: {decel_mean:.3e} m/s^2")
print(f"Mean deceleration / standard gravity: {decel_mean/sc.g:.2e}")
print(f"Removal from zero field to limit: {removed_max:.4e} hartree")
print(f"Same removal, numerical: {max_numeric:.4e} hartree")
print(f"Speed stopped by that removal: {v_stopped:.0f} m/s")
print(f"Level at final field, numerical: {W1:.4e} hartree")
print(f"Saddle energy at final field: {saddle:.4e} hartree")
print(f"beta2 at final field: {beta2:.5f}")
print(f"W^2/(4 beta2 F) at final field: {barrier_ratio:.1f}")
print(f"Turning points in eta: {eta_in:.1f} and {eta_out:.0f} bohr")
print(f"Tunnelling exponent 2K, WKB: {exponent:.1f}")
print(f"Tunnelling exponent, direct integration: {exponent_direct:.1f}")
print(f"Crossing with reddest n = 31 level: {crossing/VCM:.2f} V/cm")
print(f"beta1 at crossing, blue n = 30: {beta1_blue:.4f}")
print(f"beta1 at crossing, red n = 31: {beta1_red:.4f}")
print(f"Field change over dipole length / initial field: "
      f"{atom_change:.1e}")
print("PASS")
```

Printed output:

```
n, n1, n2, k: 30, 29, 0, 29
1 V/cm in atomic units: 1.944690e-10
Mass of the atom: 1.673533e-27 kg
Initial field: 50 V/cm = 9.72345e-09 a.u.
Final field: 350 V/cm = 6.80642e-08 a.u.
Customary limit 1/(16 n^4): 396.8 V/cm
Length: 3.0 mm; entry speed: 700 m/s
Field gradient: 1.000e+07 V/m^2
Linear coefficient, formula: 1305.000 a.u.
Linear coefficient, z diagonalized: 1305.000 a.u.
Quadratic coefficient, formula: 6.47798e+08 a.u.
Quadratic coefficient, numerical: 6.47811e+08 a.u.
Linear part of energy removed: 7.6135e-05 hartree
Quadratic part: -2.9398e-06 hartree
Energy removed, formula: 7.3195e-05 hartree
Energy removed, formula: 1.992 meV
Energy removed, numerical: 7.3507e-05 hartree
Formula minus numerical: -0.42 percent
Entry kinetic energy: 9.4046e-05 hartree
Fraction of kinetic energy removed: 0.778
Exit speed, formula: 329.6 m/s
Exit speed, equation of motion: 327.1 m/s
Flight time, equation of motion: 5.86 us
Deceleration at entry: 6.547e+07 m/s^2
Deceleration at exit: 6.165e+07 m/s^2
Mean deceleration over distance: 6.356e+07 m/s^2
Mean deceleration / standard gravity: 6.48e+06
Removal from zero field to limit: 9.6838e-05 hartree
Same removal, numerical: 9.7284e-05 hartree
Speed stopped by that removal: 710 m/s
Level at final field, numerical: -4.6942e-04 hartree
Saddle energy at final field: -5.2178e-04 hartree
beta2 at final field: 0.01528
W^2/(4 beta2 F) at final field: 53.0
Turning points in eta: 65.4 and 13728 bohr
Tunnelling exponent 2K, WKB: 272.6
Tunnelling exponent, direct integration: 269.7
Crossing with reddest n = 31 level: 67.10 V/cm
beta1 at crossing, blue n = 30: 0.9836
beta1 at crossing, red n = 31: 0.0164
Field change over dipole length / initial field: 1.4e-04
PASS
```
